# Semi-grand potential: differential, integration paths and first-order lines: a program that tests the result

```python
"""Semi-grand potential of a binary lattice alloy: differential and integration paths.

Result under test, per lattice site:
    d(beta*phi) = (e - mu*x) d(beta) - beta*x d(mu)
phi  = -(1/(beta*N)) ln sum_states exp(-beta*(E - mu*N_B)),  beta = 1/(k T)
e, x = mean energy and mean B fraction per site; mu = mu_B - mu_A.
Also tested: integrating averages across a first-order line is right for true
equilibrium averages and wrong for averages that lag in a metastable phase.
Energies in meV, temperatures in K. Phase A is B-poor, phase B is B-rich.
"""
from functools import lru_cache
import numpy as np
from scipy import constants
from scipy.integrate import trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import gammaln, logsumexp

K_B = constants.k / constants.e * 1000.0  # meV per K


def gauss(function, start, end, order=80):
    nodes, weights = np.polynomial.legendre.leggauss(order)
    points = 0.5 * (end - start) * nodes + 0.5 * (end + start)
    values = np.array([function(p) for p in points])
    return 0.5 * (end - start) * np.dot(weights, values)


# ---------- complete enumeration of a periodic 4 x 4 alloy ----------
SITES = 16
PAIR, TRIPLET = -30.0, 20.0
states = np.arange(2**SITES)
occ = ((states[:, None] >> np.arange(SITES)) & 1).reshape(-1, 4, 4)
right, down = np.roll(occ, -1, axis=2), np.roll(occ, -1, axis=1)
energy = (PAIR * (occ * right + occ * down)
          + TRIPLET * occ * right * down).sum(axis=(1, 2)).astype(float)
number_b = occ.sum(axis=(1, 2)).astype(float)


def enumerate_alloy(beta, mu):
    """Return beta*phi, e, x and the variance of the B fraction."""
    exponent = -beta * (energy - mu * number_b)
    top = exponent.max()
    weight = np.exp(exponent - top)
    total = weight.sum()
    weight /= total
    x = weight @ number_b / SITES
    variance = weight @ (number_b / SITES - x)**2
    return -(top + np.log(total)) / SITES, weight @ energy / SITES, x, variance


T_small, mu_small = 600.0, -60.0
beta_small = 1.0 / (K_B * T_small)
bphi, e_small, x_small, var_small = enumerate_alloy(beta_small, mu_small)
phi_direct = bphi / beta_small
g_small = e_small - mu_small * x_small
hb, hm = 1e-4 * beta_small, 0.01
slope_beta = (enumerate_alloy(beta_small + hb, mu_small)[0]
              - enumerate_alloy(beta_small - hb, mu_small)[0]) / (2 * hb)
plus = enumerate_alloy(beta_small, mu_small + hm)
minus = enumerate_alloy(beta_small, mu_small - hm)
slope_mu = (plus[0] - minus[0]) / (2 * hm)
response = (plus[2] - minus[2]) / (2 * hm)
assert abs(slope_beta - g_small) < 1e-4
assert abs(slope_mu + beta_small * x_small) < 1e-7
assert abs(response - beta_small * SITES * var_small) < 1e-7


def g_enumerated(beta):
    _, e, x, _ = enumerate_alloy(beta, mu_small)
    return e - mu_small * x


phi_hot = (-np.log(2) + gauss(g_enumerated, 0.0, beta_small)) / beta_small
levels = np.sort(energy - mu_small * number_b)
gap = levels[1] - levels[0]
assert gap > 1.0  # unique ground state
g_ground = levels[0] / SITES
beta_cold = 40.0 / gap  # remaining tail is of order exp(-40)
phi_cold = g_ground - gauss(lambda b: g_enumerated(b) - g_ground,
                            beta_small, beta_cold) / beta_small
mu_dilute = -600.0
phi_reference = -np.exp(beta_small * mu_dilute) / beta_small
phi_dilute = phi_reference - gauss(
    lambda m: enumerate_alloy(beta_small, m)[2], mu_dilute, mu_small)
for route in (phi_hot, phi_cold, phi_dilute):
    assert abs(route - phi_direct) < 1e-5

# ---------- infinite-range alloy with a first-order line ----------
A_PAR, B_PAR = 120.0, 20.0


def site_energy(x):
    return x * (1 - x) * (A_PAR + B_PAR * (2 * x - 1))


def chemical_potential(x, T):
    slope = (1 - 2 * x) * (A_PAR + B_PAR * (2 * x - 1)) + 2 * B_PAR * x * (1 - x)
    return slope + K_B * T * np.log(x / (1 - x))


def curvature(x, T):
    return K_B * T / (x * (1 - x)) - 2 * A_PAR + 6 * B_PAR * (1 - 2 * x)


@lru_cache(maxsize=None)
def spinodals(T):
    grid = np.linspace(1e-4, 1 - 1e-4, 4001)
    unstable = np.where(curvature(grid, T) < 0)[0]
    if len(unstable) == 0:
        return None
    i, j = unstable[0], unstable[-1]
    return (brentq(curvature, grid[i - 1], grid[i], args=(T,)),
            brentq(curvature, grid[j], grid[j + 1], args=(T,)))


def composition(mu, T, phase):
    low, high = 1e-14, 1 - 1e-14
    limits = spinodals(T)
    if limits is not None:
        if phase == "A":
            high = limits[0]
        else:
            low = limits[1]
    return brentq(lambda x: chemical_potential(x, T) - mu, low, high, xtol=1e-15)


def phi_path(mu, T, phase):
    """Integrate x over mu inside one phase, from the nearly pure element."""
    start = -600.0 if phase == "A" else 600.0
    reference = 0.0 if phase == "A" else -start
    return reference - gauss(lambda m: composition(m, T, phase), start, mu)


def coexistence(T):
    x_a, x_b = spinodals(T)
    low = chemical_potential(x_b, T) + 1e-3
    high = chemical_potential(x_a, T) - 1e-3
    return brentq(lambda m: phi_path(m, T, "A") - phi_path(m, T, "B"), low, high)


def log_weights(mu, T, size):
    n = np.arange(size + 1)
    count = gammaln(size + 1) - gammaln(n + 1) - gammaln(size - n + 1)
    return count - (size * site_energy(n / size) - mu * n) / (K_B * T)


def phi_sum(mu, T, size, phase=None):
    """Explicit partition sum, over all states or only one side of the barrier."""
    logw = log_weights(mu, T, size)
    if phase is not None:
        i, j = (int(size * s) for s in spinodals(T))
        cut = i + int(np.argmin(logw[i:j]))
        logw = logw[:cut] if phase == "A" else logw[cut:]
    return -K_B * T * logsumexp(logw) / size


def mean_x(mu, T, size):
    logw = log_weights(mu, T, size)
    weight = np.exp(logw - logw.max())
    return weight @ np.arange(size + 1) / (size * weight.sum())


T, BIG = 500.0, 20000  # 1/BIG corrections are a few 0.001 meV
grid = np.linspace(0.01, 0.99, 98001)
T_crit = (K_B * T - grid * (1 - grid) * curvature(grid, T)).max() / K_B
mu_star = coexistence(T)
mu_equal = brentq(lambda m: phi_sum(m, T, BIG, "A") - phi_sum(m, T, BIG, "B"),
                  mu_star - 2, mu_star + 2)
assert abs(mu_star - mu_equal) < 0.01
x_a, x_b = composition(mu_star, T, "A"), composition(mu_star, T, "B")
e_a, e_b = site_energy(x_a), site_energy(x_b)
slope_formula = (mu_star - (e_b - e_a) / (x_b - x_a)) / T
slope_numeric = (coexistence(T + 2) - coexistence(T - 2)) / 4
assert abs(slope_formula / slope_numeric - 1) < 2e-3

# phase A followed 5 meV past the line
mu_past = mu_star + 5.0
phi_past = phi_path(mu_past, T, "A")
phi_past_eq = phi_sum(mu_past, T, BIG)
assert abs(phi_past - phi_sum(mu_past, T, BIG, "A")) < 0.01
assert phi_past - phi_past_eq > 1.0


def g_phase(beta, mu, phase):
    x = composition(mu, 1 / (K_B * beta), phase)
    return site_energy(x) - mu * x


def temperature_leg(phi_start, T_start, T_end, mu, phase):
    b0, b1 = 1 / (K_B * T_start), 1 / (K_B * T_end)
    return (b0 * phi_start + gauss(lambda b: g_phase(b, mu, phase), b0, b1)) / b1


# B-rich phase heated through the line at constant mu
T_cool, T_warm = 400.0, 600.0
phi_heated = temperature_leg(phi_path(mu_star, T_cool, "B"),
                             T_cool, T_warm, mu_star, "B")
phi_heated_eq = phi_sum(mu_star, T_warm, BIG)
assert abs(phi_heated - phi_sum(mu_star, T_warm, BIG, "B")) < 0.01
assert phi_heated - phi_heated_eq > 0.1

# detour round the critical point
T_high, MU_END = 1000.0, 40.0
assert T_high > T_crit
phi_1 = phi_path(-MU_END, T, "A")
phi_2 = temperature_leg(phi_1, T, T_high, -MU_END, "A")
phi_3 = phi_2 - gauss(lambda m: composition(m, T_high, "A"), -MU_END, MU_END)
phi_4 = temperature_leg(phi_3, T_high, T, MU_END, "B")
phi_4_sum = phi_sum(MU_END, T, BIG)
assert abs(phi_4 - phi_4_sum) < 0.01

# ---------- driven ramps: master equation for single-site exchanges ----------
SIZE, HOLD = 400, 40
mu_grid = np.linspace(-MU_END, MU_END, 321)


def ramp(mus, temp):
    """Mean x after HOLD random waiting times (mean one sweep) at each mu."""
    n = np.arange(SIZE + 1)
    total = SIZE * site_energy(n / SIZE)
    logw = log_weights(mus[0], temp, SIZE)
    prob = np.exp(logw - logsumexp(logw))
    result = []
    for mu in mus:
        cost = (np.diff(total) - mu) / (K_B * temp)
        gain, loss = np.zeros(SIZE + 1), np.zeros(SIZE + 1)
        gain[:-1] = (SIZE - n[:-1]) * np.exp(-np.maximum(cost, 0))
        loss[1:] = n[1:] * np.exp(np.minimum(cost, 0))
        band = np.zeros((3, SIZE + 1))
        band[0, 1:] = -loss[1:]
        band[1] = 1 + gain + loss
        band[2, :-1] = -gain[:-1]
        for _ in range(HOLD):
            prob = solve_banded((1, 1), band, prob, check_finite=False)
        result.append(prob @ n / SIZE)
    return np.array(result)


def ramp_pair(temp):
    up = ramp(mu_grid, temp)
    down_ramp = ramp(mu_grid[::-1], temp)[::-1]
    exact = phi_sum(MU_END, temp, SIZE) - phi_sum(-MU_END, temp, SIZE)
    return up, down_ramp, exact, -trapezoid(up, mu_grid), -trapezoid(down_ramp, mu_grid)


x_up, x_down, exact_cold, up_cold, down_cold = ramp_pair(T)
_, _, exact_hot, up_hot, down_hot = ramp_pair(T_high)
flip_up = np.interp(0.5, x_up, mu_grid)
flip_down = np.interp(0.5, x_down, mu_grid)
predicted_up = phi_path(flip_up, T, "A") - phi_path(flip_up, T, "B")
predicted_down = phi_path(flip_down, T, "A") - phi_path(flip_down, T, "B")
assert up_cold - exact_cold > 1.0 and down_cold - exact_cold < -1.0
# flips are spread over a range of mu, so one flip point predicts to about 10 %
assert abs((up_cold - exact_cold) / predicted_up - 1) < 0.10
assert abs((down_cold - exact_cold) / predicted_down - 1) < 0.10
assert max(abs(up_hot - exact_hot), abs(down_hot - exact_hot)) < 0.02

# true equilibrium averages integrated straight across the line
fine = np.linspace(-MU_END, MU_END, 1601)
across = -trapezoid([mean_x(m, T, SIZE) for m in fine], fine)
assert abs(across - exact_cold) < 1e-4

print("ENUMERATED 4x4 ALLOY (energies per site unless noted)")
print(f"pair, triplet energy: {PAIR:.0f}, {TRIPLET:.0f} meV per cluster")
print(f"T = {T_small:.0f} K, mu = {mu_small:.0f} meV, kT = {K_B*T_small:.4f} meV")
print(f"e = {e_small:.5f} meV, x = {x_small:.6f}, e-mu*x = {g_small:.5f} meV")
print(f"d(beta phi)/d(beta), finite difference: {slope_beta:.5f} meV")
print(f"-d(beta phi)/d(mu)/beta, finite difference: {-slope_mu/beta_small:.6f}")
print(f"dx/dmu, finite difference: {response:.7f} per meV")
print(f"beta*N*var(x): {beta_small*SITES*var_small:.7f} per meV")
print(f"ground-state gap, whole cell: {gap:.1f} meV")
print(f"phi direct sum: {phi_direct:.6f} meV")
print(f"phi from infinite temperature: {phi_hot:.6f} meV")
print(f"phi from ground state: {phi_cold:.6f} meV")
print(f"phi from dilute alloy at mu = {mu_dilute:.0f} meV: {phi_dilute:.6f} meV")
print("INFINITE-RANGE ALLOY (energies per site)")
print(f"a = {A_PAR:.0f} meV, b = {B_PAR:.0f} meV, critical T = {T_crit:.1f} K")
print(f"T = {T:.0f} K, kT = {K_B*T:.4f} meV")
print(f"mu* from crossing of integrated branches: {mu_star:.4f} meV")
print(f"mu* from equal weights, N = {BIG}: {mu_equal:.4f} meV")
print(f"phi at mu*: {phi_path(mu_star, T, 'A'):.4f} meV")
print(f"x of the two phases: {x_a:.5f}, {x_b:.5f}")
print(f"e of the two phases: {e_a:.4f}, {e_b:.4f} meV")
print(f"dmu*/dT formula: {slope_formula:.6f} meV/K")
print(f"dmu*/dT finite difference: {slope_numeric:.6f} meV/K")
s_a, s_b = spinodals(T)
print(f"B-poor phase ends at mu = {chemical_potential(s_a, T):.3f} meV")
print(f"B-rich phase ends at mu = {chemical_potential(s_b, T):.3f} meV")
print(f"B-poor phase at mu*+5 meV: phi = {phi_past:.4f} meV")
print(f"equilibrium phi there: {phi_past_eq:.4f} meV")
print(f"B-rich phase heated {T_cool:.0f} to {T_warm:.0f} K at mu*: {phi_heated:.4f} meV")
print(f"equilibrium phi there: {phi_heated_eq:.4f} meV")
print(f"DETOUR, mu = -{MU_END:.0f} to +{MU_END:.0f} meV via {T_high:.0f} K")
print(f"phi at corners: {phi_1:.4f}, {phi_2:.4f}, {phi_3:.4f}, {phi_4:.4f} meV")
print(f"phi at end, explicit sum: {phi_4_sum:.4f} meV")
print(f"RAMPS, N = {SIZE}, step {mu_grid[1]-mu_grid[0]:.2f} meV, {HOLD} sweeps per step")
print(f"500 K exact phi(+40)-phi(-40): {exact_cold:.4f} meV")
print(f"500 K equilibrium averages across line: {across:.4f} meV")
print(f"500 K upward, downward ramp: {up_cold:.4f}, {down_cold:.4f} meV")
print(f"errors: {up_cold-exact_cold:.4f}, {down_cold-exact_cold:.4f} meV")
print(f"flip points in mu: {flip_up:.3f}, {flip_down:.3f} meV")
print(f"errors predicted at flips: {predicted_up:.4f}, {predicted_down:.4f} meV")
print(f"1000 K exact difference: {exact_hot:.4f} meV")
print(f"1000 K ramp errors: {up_hot-exact_hot:.5f}, {down_hot-exact_hot:.5f} meV")
print("checks complete")
```

Printed output:

```
ENUMERATED 4x4 ALLOY (energies per site unless noted)
pair, triplet energy: -30, 20 meV per cluster
T = 600 K, mu = -60 meV, kT = 51.7040 meV
e = -9.35533 meV, x = 0.396828, e-mu*x = 14.45434 meV
d(beta phi)/d(beta), finite difference: 14.45434 meV
-d(beta phi)/d(mu)/beta, finite difference: 0.396828
dx/dmu, finite difference: 0.0065100 per meV
beta*N*var(x): 0.0065100 per meV
ground-state gap, whole cell: 60.0 meV
phi direct sum: -19.712319 meV
phi from infinite temperature: -19.712319 meV
phi from ground state: -19.712319 meV
phi from dilute alloy at mu = -600 meV: -19.712319 meV
INFINITE-RANGE ALLOY (energies per site)
a = 120 meV, b = 20 meV, critical T = 735.5 K
T = 500 K, kT = 43.0867 meV
mu* from crossing of integrated branches: 3.3778 meV
mu* from equal weights, N = 20000: 3.3779 meV
phi at mu*: -5.2086 meV
x of the two phases: 0.14372, 0.94780
e of the two phases: 13.0143, 6.8228 meV
dmu*/dT formula: 0.022156 meV/K
dmu*/dT finite difference: 0.022156 meV/K
B-poor phase ends at mu = 16.836 meV
B-rich phase ends at mu = -14.025 meV
B-poor phase at mu*+5 meV: phi = -5.9985 meV
equilibrium phi there: -9.9699 meV
B-rich phase heated 400 to 600 K at mu*: -7.6709 meV
equilibrium phi there: -9.3217 meV
DETOUR, mu = -40 to +40 meV via 1000 K
phi at corners: -1.7366, -17.9378, -54.1075, -40.7027 meV
phi at end, explicit sum: -40.7029 meV
RAMPS, N = 400, step 0.25 meV, 40 sweeps per step
500 K exact phi(+40)-phi(-40): -38.9674 meV
500 K equilibrium averages across line: -38.9674 meV
500 K upward, downward ramp: -30.3164, -50.5957 meV
errors: 8.6510, -11.6284 meV
flip points in mu: 14.422, -11.059 meV
errors predicted at flips: 8.5584, -11.7407 meV
1000 K exact difference: -36.2304 meV
1000 K ramp errors: -0.00001, -0.00001 meV
checks complete
```
